\section*{Why a semiconductor lead must begin beyond the band bending}

\section{What dimensions allow}

A metal fills $x<0$ and an $n$-type semiconductor fills $x>0$. Let $V(x)$ be the semiconductor's conduction-band edge, with $V(\infty)=0$ and $V(0)=V_s$. A calculation treats the region up to $x=L$ explicitly and replaces the rest by a lead of constant potential. The question is how the transmission $T$ depends on this artificial length.

Suppose first that donors of density $N$ are fully depleted of electrons over a width $W$, so that $V=V_s(1-x/W)^2$. With $s=1-x/W$, the Schr\"odinger equation for mass $m$ becomes
\begin{equation}
\left(\frac{E_{00}}{V_s}\right)^2\frac{d^2\psi}{ds^2}=(s^2-r)\psi,\qquad
r=\frac E{V_s},\quad \frac{V_s}{E_{00}}=\frac{W\sqrt{2mV_s}}{\hbar}.
\label{scale}
\end{equation}
The error $T_L/T$ can therefore depend only on $L/W$, $E/V_s$, $V_s/E_{00}$ and the metal's band depth divided by $V_s$. No absolute length is safe for all dopings.

Beyond the depletion region a weak tail remains. An error linear in that tail contains $\int_L^\infty V\,dx$, an energy times a length. The matching quantum scale is $\hbar v$, with $v$ the electron velocity in the bulk. For a lead at the bulk potential, the late error must thus be a dimensionless factor, set by reflection and phase, times $\int_L^\infty V\,dx/(\hbar v)$. A lead held at $V(L)$ is off by $V(L)$ out to infinity, so its late error is instead of order $V(L)/E$. The two forms describe different faults: a missing barrier and a missing scattering tail.

\section{The lead that would make no error}

The model has one parabolic band, coherent motion, conserved transverse momentum, equal masses in metal and semiconductor, uniform ionized doping and zero bias. Energies $E$ refer to motion along $x$. Since $V$ is an electron energy, Poisson's equation reads
\begin{equation}
V''=\frac{e^2}{\varepsilon}[N-n(V)],
\label{poisson}
\end{equation}
where $\varepsilon$ is the permittivity and $n(V)$ the local Fermi--Dirac density at fixed Fermi level $\mu$. Setting $n=0$ gives $V''=e^2N/\varepsilon$. The parabola has $V''=2V_s/W^2$, hence
\begin{equation}
W=\sqrt{\frac{2\varepsilon V_s}{e^2N}},\qquad
E_{00}=\frac{\hbar}{2}\sqrt{\frac{e^2N}{m\varepsilon}}.
\end{equation}
Near the bulk, $N-n\simeq V|dn/dV|$, because $n$ falls as $V$ rises. Therefore
\begin{equation}
V''=V/\lambda^2,\qquad V\propto e^{-x/\lambda},\qquad
\lambda^{-2}=\frac{e^2}{\varepsilon}\left|\frac{dn}{dV}\right|_{V=0}.
\end{equation}
Thus $W$ is not a hard end. A flat potential solves \eqref{poisson} only if $n=N$. As $n(V)$ decreases monotonically, this means $V=0$.

To see what the lead must supply, put the wave on sites of spacing $a$, with $t=\hbar^2/(2ma^2)$:
\begin{equation}
(E-V_j-2t)\psi_j+t\psi_{j-1}+t\psi_{j+1}=0.
\end{equation}
Define $\Sigma_j$ by $\Sigma_j\psi_j=-t\psi_{j+1}$. Then $(E-V_j-2t-\Sigma_j)\psi_j=-t\psi_{j-1}$, and
\begin{equation}
\Sigma_{j-1}=-t\frac{\psi_j}{\psi_{j-1}}
=\frac{t^2}{E-V_j-2t-\Sigma_j}.
\label{fold}
\end{equation}
Starting deep in the bulk and folding inward yields the exact self-energy at any boundary. Moving $L$ then merely changes how many sites have been eliminated. For a lead flat at $U$, $\psi_{j+1}=e^{ika}\psi_j$, so
\begin{equation}
\Sigma=-te^{ika},\qquad E-U=2t(1-\cos ka),
\end{equation}
with the outgoing branch above the band edge and the decaying branch below it.

These self-energies agree as functions of energy only if the potentials agree. At large $|E|$, equation \eqref{fold} gives
\begin{equation}
\Sigma_j=\frac{t^2}{E}+\frac{t^2(V_{j+1}+2t)}{E^2}+O(E^{-3}).
\end{equation}
The second term fixes $V_{j+1}$; inverting \eqref{fold} gives $\Sigma_{j+1}$, which fixes the next potential, and so on. Agreement at one energy can be accidental.

The self-energy enters $T$ as follows. Let site 0 be the first semiconductor site and let the metal wave be $e^{iqaj}+\rho e^{-iqaj}$ for $j\le0$. Then $\psi_0=1+\rho$ and
\begin{equation}
\psi_{-1}=e^{iqa}\psi_0-2i\sin qa.
\end{equation}
Substitution at site 0, with $\Sigma_M=-te^{iqa}$ and semiconductor self-energy $\Sigma_S$, gives
\begin{equation}
\psi_0=2it\sin(qa)\,G,\qquad
G=\frac1{E-V_0-2t-\Sigma_M-\Sigma_S}.
\end{equation}
The current on a bond is $(2t/\hbar)\operatorname{Im}(\psi_j^*\psi_{j+1})$. The incident current is $-2\operatorname{Im}\Sigma_M/\hbar$, and the transmitted one is $-2\operatorname{Im}\Sigma_S|\psi_0|^2/\hbar$. Since $|\psi_0|^2=4(\operatorname{Im}\Sigma_M)^2|G|^2$, their ratio is
\begin{equation}
T=4\operatorname{Im}\Sigma_M\operatorname{Im}\Sigma_S|G|^2.
\label{trans}
\end{equation}
A wrong lead changes both the escape rate, through $\operatorname{Im}\Sigma_S$, and the matching of the wave, through $G$.

\section{First contribution: channels that vanish}

A \emph{floating lead} continues the potential at the constant value $V(L)$. There is no step at the boundary, but for $E<V(L)$ the lead has no propagating state. Its self-energy is real; folding it through real potentials keeps it real, and \eqref{trans} gives $T=0$. In the true system such an electron, if $E>0$, can tunnel through the remaining barrier and escape. The floating lead is also charged, since $n(V(L))<N$.

\section{Second contribution: barrier that is deleted}

A \emph{step lead} has the bulk potential $V=0$ for $x>L$, while the potential inside is left unchanged. Bulk channels are open, but the barrier between $L$ and the true turning point $x_t$ has gone.

For a thick barrier, the wave leaving the metal is $C\kappa^{-1/2}\exp(-\int_0^x\kappa\,dx')$, with $\kappa=\sqrt{2m(V-E)}/\hbar$. The amplitude $C$ is the same with either lead if the wave returned from the far end is negligible at $x=0$.

At the abrupt end, let the decaying part have amplitude $B$, the growing part $B'$ and the outgoing wave $D$. Continuity of $\psi$ and $\psi'$ requires
\begin{equation}
B+B'=D,\qquad \kappa_L(B'-B)=ikD.
\end{equation}
Eliminating $B'$ gives $D=2B/(1-ik/\kappa_L)$, where $k=\sqrt{2mE}/\hbar$ and $\kappa_L=\kappa(L)$. With $|B|^2=|C|^2e^{-2S_L}/\kappa_L$ and $S_L=\int_0^L\kappa\,dx$, the outgoing current is
\begin{equation}
\frac{\hbar k}{m}|D|^2=\frac{\hbar}{m}|C|^2
\frac{4k\kappa_L}{k^2+\kappa_L^2}e^{-2S_L}.
\end{equation}

At the true, soft turning point the potential is locally linear, and the outgoing solution is the Airy combination $\mathrm{Bi}+i\,\mathrm{Ai}$. Its amplitude is $\pi^{-1/2}|\xi|^{-1/4}$ on both sides: it multiplies $e^{2\xi^{3/2}/3}$ inside the barrier and a unit phase outside. Here $\xi$ is the scaled distance into the barrier. Hence $C\kappa^{-1/2}$ connects to $Ck^{-1/2}$, and the true current is $(\hbar/m)|C|^2e^{-2S}$, with $S=\int_0^{x_t}\kappa\,dx$. Division gives
\begin{equation}
\frac{T_{\rm step}}T\simeq
\frac{4k\kappa_L}{k^2+\kappa_L^2}
\exp\!\left(2\int_L^{x_t}\kappa\,dx\right).
\end{equation}
For the parabola, $dx=-W\,ds$ and the turning point is $s=\sqrt r$. Since
\begin{equation}
\frac{d}{ds}\left[s\sqrt{s^2-r}-r\,\mathrm{arcosh}\frac{s}{\sqrt r}\right]
=2\sqrt{s^2-r},
\end{equation}
the exponent is
\begin{equation}
\frac{V_s}{E_{00}}\left[s_L\sqrt{s_L^2-r}-r\,\mathrm{arcosh}\frac{s_L}{\sqrt r}\right],
\quad s_L=1-\frac LW.
\label{missing}
\end{equation}
This is the first scaling form of the opening section. It requires $E<V(L)$ and slowly varying waves, and it fails when $E$ approaches $V(L)$ or the bulk band edge.

\section{Third contribution: barrier that is squeezed}

A \emph{pinned lead} also sits at $V=0$, but Poisson's equation is solved again with $V(L)=0$. This removes the potential step at the price of changing the barrier inside. For $L<W$ and $n=0$,
\begin{equation}
V_{\rm pin}=V_s\left(1-\frac xL\right)-\frac{V_s}{W^2}x(L-x).
\end{equation}
This and the original parabola have the same curvature and the same value at $x=0$, so their difference is linear:
\begin{equation}
V_{\rm pin}(x)-V(x)=-V(L)\frac xL.
\label{squeeze}
\end{equation}
The pinned lead therefore deletes the outer barrier and also lowers the inner one. Differentiation at the boundary gives
\begin{equation}
V'_{\rm pin}(L)=-\frac{V_s}{L}\left(1-\frac{L^2}{W^2}\right).
\end{equation}
The flat lead has $V'=0$. By Gauss's law the jump in slope needs a positive sheet of $\varepsilon|V'_{\rm pin}(L)|/e^2$ elementary charges per area. No donors supply it.

\section{The residual tail}

Now let $L$ lie where $V$ is small. Let $\psi$ be the true wave incident from the metal, and $\chi$ the wave incident from the semiconductor when the step lead is used. On the far right,
\begin{equation}
\psi=\tau e^{ikx},\qquad \chi=e^{-ikx}+R e^{ikx}.
\end{equation}
Subtracting their Schr\"odinger equations gives
\begin{equation}
\frac{d}{dx}(\psi'\chi-\psi\chi')=\frac{2m}{\hbar^2}V\psi\chi
\quad(x>L),
\end{equation}
and zero for $x<L$. The bracket equals $2ik\tau$ on the far right. In the metal, $\psi=e^{iqx}+\rho e^{-iqx}$ and $\chi=\tau'e^{-iqx}$, so there it equals $2iq\tau'$. Without the tail the two ends are equal, which gives $2iq\tau'=2ik\tau_0$, where $\tau_0$ is the step-lead amplitude. Thus, with $\hbar v=\hbar^2k/m$,
\begin{equation}
\tau-\tau_0=\frac1{i\hbar v}\int_L^\infty V\psi\chi\,dx.
\end{equation}
To first order replace $\psi$ by $\tau_0e^{ikx}$. Squaring $|\tau/\tau_0|$ leaves twice the real part:
\begin{equation}
\frac T{T_{\rm step}}-1\simeq\frac2{\hbar v}
\int_L^\infty V(x)\operatorname{Im}\!\left(Re^{2ikx}\right)dx.
\label{tail}
\end{equation}
Since $|R|\le1$, the magnitude of this first-order error is at most $2V(L)\lambda/(\hbar v)$ for an exponential tail. The bound falls exponentially with $L$; the error can change sign beneath it. Near the band edge the bound diverges because $v\to0$, but the first-order error generally does not: there $R\to-1$, and $\operatorname{Im}(Re^{2ikx})$ vanishes in proportion to $k$. The expansion itself requires the tail to distort the wave only slightly.

\section{Weighing the contributions in a silicon contact}

Take a barrier of $0.60$ eV measured from $\mu$, doping $5\times10^{19}$ cm$^{-3}$, 300 K and relative permittivity 11.7. With $x$ along a cube axis of silicon, the four light-transport valleys have mass $0.19m_0$ along $x$. The metal band starts 2 eV below $\mu$. Equation \eqref{poisson} is solved by Newton iteration over 30 nm, and waves are folded on sites 0.05 nm apart. The results are $\mu=0.0318$ eV, $V_s=0.6318$ eV, $E_{00}=0.0881$ eV, $W=4.04$ nm and $\lambda=0.735$ nm.

Put the boundary at 2 nm, where $V=0.178$ eV, and take $E=\mu$. The finite-difference logarithmic derivative $(-\Sigma/t-1)/a$, which tends to $\psi'/\psi$, is $-0.530+0.144i$ nm$^{-1}$ for the true tail. The step lead supplies $-0.004+0.398i$, a free outgoing wave; its small real part, $(\cos ka-1)/a$, comes from the finite difference. The floating lead supplies $-0.837$, a purely decaying one. The resulting transmissions are $2.16\times10^{-3}$, $1.16\times10^{-2}$ and zero; the first two rise by about 0.2\%, to $2.17\times10^{-3}$ and $1.17\times10^{-2}$, in the continuum limit.

For \eqref{missing}, $s_L=1-2/4.042=0.505$ and $r=0.0318/0.6318=0.0503$. The exponent is $7.17\times0.156=1.12$ and the prefactor is 1.59, so the predicted step-lead excess is $1.59e^{1.12}\simeq4.9$. The computed ratio is 5.4. This closeness is largely a cancellation, because the two numbers belong to different potentials. For the parabola itself the exact ratio is 2.9, and the semiclassical formula evaluated on the Poisson potential gives 7.6. Here $E<E_{00}$, outside the safe semiclassical regime, and on either potential the formula is too high, by 40 to 70\%. In a thick parabola with $V_s=0.6$ eV, $W=16$ nm, $L=4$ nm, $E=0.15$ eV, mass $0.92m_0$ and metal band bottom at $-2$ eV, the logarithms of the ratio are 11.57 from the formula and 11.55 from folding.

The pinned potential at $L=2$ nm has a boundary field of 2.48 MV/cm; the depletion formula gives 2.39 MV/cm. The false sheet holds 0.16 charges per nm$^2$, comparable with the $NW=0.20$ donors per nm$^2$ in the whole depletion region.

A contact collects many energies. For each valley, the linear current per area and voltage is
\begin{align}
\frac1{\rho_c}&=\frac{2e^2}{h}\frac{m_\parallel}{2\pi\hbar^2}
\int dE\,T(E)\int_0^\infty dE_\parallel
\left[-f'(E+E_\parallel)\right]\nonumber\\
&=\frac{e^2m_\parallel}{2\pi^2\hbar^3}\int dE\,T(E)f(E).
\end{align}
The factor 2 is spin, $m_\parallel/(2\pi\hbar^2)$ is the transverse density of states per spin, and $f$ is the Fermi function. The four equal valleys are added, with $m_\parallel=\sqrt{0.19\times0.92}\,m_0$. The reference value is $\rho_c=2.93\times10^{-7}$ $\Omega\,$cm$^2$ on this mesh; it falls by 0.2\%, to $2.92\times10^{-7}$, in the continuum limit, while the ratios below hardly change. Moving the boundary gives these ratios $\rho_c(L)/\rho_c$:
\begin{center}
\begin{tabular}{rrrrr}
$L$ (nm)&$V(L)$ (meV)&floating&step&pinned\\
2&178&25.9&0.260&0.094\\
3&66.8&1.85&0.680&0.358\\
4&19.7&1.033&0.943&0.767\\
5&5.25&0.995&0.998&0.966\\
6&1.36&0.9990&1.0007&0.998\\
8&0.09&1.0000&1.0000&1.0000
\end{tabular}
\end{center}

At 2 nm, the floating lead raises the resistivity 26-fold, mainly because channels are lost. Deleting the outer barrier lowers it to 26\% of the reference, and re-solving the inner potential lowers it further, to 9\%. Too short a device can thus give either too little or too much current.

The floating result crosses the reference between 4 and 5 nm. Lost channels alone cannot produce the value below one, so its transmission at some open energies must exceed the true one. The step result also crosses, between 5 and 6 nm. A single agreement near a crossing is not convergence.

At $L=6.25$ nm, $V(L)=0.97$ meV. At $E=\mu$, $\hbar v=2\mu/k=0.16$ eV\,nm, so the bound below \eqref{tail} is about $2(0.00097)(0.735)/0.16=0.9\%$. At $E=0.02$ eV, \eqref{tail} gives $-0.31\%$ and folding gives $-0.32\%$. The bound covers the step lead only: at the same $L$ and energy, $T/T_{\rm float}-1$ is $-2.1\%$, beyond the 1.1\% bound there and close in size to $V(L)/2E=2.4\%$.

\section{Where to put the boundary}

The sweep runs from 1 to 24 nm in steps of 0.5 nm. A boundary is accepted when it and every larger tested $L$ give $\rho_c$ within 1\% of the reference. The floating, step and pinned leads first pass at 4.5, 5.0 and 5.5 nm. At $10^{19}$ cm$^{-3}$, where $W=8.6$ nm and $\lambda=1.4$ nm, they pass at 7.5, 8.0 and 11.0 nm. Two of these lie inside $W$: an energy-integrated resistivity can settle while low-energy transmission is still wrong. The pinned lead settles last in both cases, because re-solving the potential also lowers the barrier inside the boundary. At these lengths, beyond $W$, screening makes that shift smaller than \eqref{squeeze} would give.

When no long reference is affordable, the same reasoning suggests three requirements: $V(L)$ small against the energies that carry current, a small boundary field, and stable transmission over several larger $L$ at each relevant energy. Agreement between different closures is further evidence. The sweep must be repeated when doping or bias changes, because both alter the band bending.

The barrier, the metal band depth and the equal masses are model choices, and the silicon parameters are rough. A free-electron mass in the metal gives about $2.3\times10^{-7}$ $\Omega\,$cm$^2$ for a band 2 eV deep and $2.4\times10^{-7}$ for 5 eV. The model also assumes metal states at the transverse wave vector of the light valleys, about 9.8 nm$^{-1}$, which a real metal need not supply. The absolute resistivity is less secure than the boundary study. Changing one assumption at a time, a metal band 5 eV deep gives $4.1\times10^{-7}$ $\Omega\,$cm$^2$, and an image-force lowering proportional to $1/x-1/W$, which vanishes at $W$, gives about $2\times10^{-7}$; the value runs from $1.9$ to $2.2\times10^{-7}$ depending on how the $1/x$ singularity is cut off at the metal. At 400 K the result is $2.25\times10^{-7}$, with passing lengths of 4.5, 4.5 and 5.5 nm. Adding the two heavy-transport valleys changes the 300 K reference by less than 0.1\%. A two-band decay law, $\kappa^2\propto u(1-u/E_g)$ with $u=V-E$ and a rough gap $E_g=1.12$ eV, raises the semiclassical transmission at $\mu$ by a factor 2.8. This overstates the effect in silicon: the indirect gap does not set the decay of a light valley along its transverse direction. An empirical-pseudopotential complex band gives an effective $E_g$ near 6 eV and a factor of about 1.2. The band bending is 0.56 of the 1.12 eV gap, too little by itself for an electron to create a pair, although the surface field is 3.0 MV/cm.

Semiclassical screening is also doubtful, because $\lambda$ is shorter than the electron's wavelength. Solving the Schr\"odinger and Poisson equations together, with a hard wall at the metal and semiclassical density beyond 20 nm, gives $2.7\times10^{-7}$ $\Omega\,$cm$^2$. The potential then overshoots below its bulk value and is $-1.2$ meV at 6 nm, yet the floating and step leads both pass at 4.5 nm. Finally, the mean dopant spacing, $N^{-1/3}=2.7$ nm, is comparable with $W$. A real contact therefore has lateral variations that this uniform model omits, and their effect on $\rho_c$ is not estimated here.
